# Collection Length and Effective Diffusion Length of a Solar-Cell Base: test program

```python
"""Collection of weakly absorbed light in the base of a solar cell.

Base 0 < x < W, collecting junction at x = 0, rear surface at x = W.
D: minority diffusion constant, tau: lifetime, L = sqrt(D tau),
S: rear recombination velocity, s = S L / D, alpha: absorption coefficient,
eta: carriers collected per photon entering the base (single pass).

Results under test:
  alpha W << 1:  eta = alpha Lc,
     Lc = L [sinh(W/L) + s (cosh(W/L) - 1)] / [cosh(W/L) + s sinh(W/L)]
  alpha W >> 1:  1/eta = 1 + 1/(alpha Leff),
     Leff = L [cosh(W/L) + s sinh(W/L)] / [sinh(W/L) + s cosh(W/L)]
Lengths are in cm inside the program and printed in micrometres.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy import constants as const


def surface_weights(s):
    """Return (1/(1+s), s/(1+s)), so that infinite s is allowed."""
    if np.isinf(s):
        return 0.0, 1.0
    return 1.0 / (1.0 + s), s / (1.0 + s)


def collection_length(L, W, s):
    b, a = surface_weights(s)
    sh, ch = np.sinh(W / L), np.cosh(W / L)
    return L * (b * sh + a * (ch - 1.0)) / (b * ch + a * sh)


def effective_diffusion_length(L, W, s):
    b, a = surface_weights(s)
    sh, ch = np.sinh(W / L), np.cosh(W / L)
    return L * (b * ch + a * sh) / (b * sh + a * ch)


def eta_formula(alpha, L, W, s):
    """Closed form for any alpha except alpha L = 1 (removable point)."""
    b, a = surface_weights(s)
    den = b * np.cosh(W / L) + a * np.sinh(W / L)
    rear = np.exp(-alpha * W) * (alpha * b - a / L) / den
    front = alpha - 1.0 / effective_diffusion_length(L, W, s)
    return alpha * L**2 / (alpha**2 * L**2 - 1.0) * (front - rear)


def solve_density(D, tau, W, S, generation, drift=0.0, cells=4000):
    """Finite-volume carrier density; returns (collected flux, density).

    drift is the speed at which a field pushes carriers to the junction.
    """
    h = W / cells
    x = np.linspace(0.0, W, cells + 1)
    G = generation(x)
    band = np.zeros((3, cells))
    band[0, 1:] = -D / h - drift / 2
    band[1, :] = 2 * D / h + h / tau
    band[2, :-1] = -D / h + drift / 2
    rhs = h * G[1:]
    if np.isinf(S):
        band[1, -1], band[2, -2], rhs[-1] = 1.0, 0.0, 0.0
    else:
        band[1, -1] = S + D / h + drift / 2 + h / (2 * tau)
        rhs[-1] = h * G[-1] / 2
    n = solve_banded((1, 1), band, rhs)
    collected = h * G[0] / 2 + (D / h + drift / 2) * n[0]
    return collected, n


def eta_by_integration(aW, k, r):
    """eta from numerical integration of the collection probability.

    Unit of length W: aW = alpha W, k = W/L, r = S W / D.
    """
    start = [0.0, -1.0, 0.0] if np.isinf(r) else [1.0, -r, 0.0]

    def slope(z, y):
        return [y[1], k**2 * y[0], -aW * np.exp(-aW * z) * y[0]]

    # the third component grows from 0 at the rear to the integral at z = 0
    sol = solve_ivp(slope, (1.0, 0.0), start, method="DOP853",
                    rtol=1e-12, atol=1e-14, max_step=0.01)
    assert sol.success
    return sol.y[2, -1] / sol.y[0, -1]


def inverse_slope(k, r):
    """W/Leff from eta at large alpha, and the next coefficient."""
    y1 = 1000.0 * (1.0 / eta_by_integration(1000.0, k, r) - 1.0)
    y2 = 2000.0 * (1.0 / eta_by_integration(2000.0, k, r) - 1.0)
    return 2 * y2 - y1, 2000.0 * (y1 - y2)


# ---------------- tests over thin, medium and thick bases ----------------
D_test, L_test = 20.0, 0.03
tau_test = L_test**2 / D_test
err_Lc = err_eta = err_Leff = 0.0
for k in (0.3, 1.0, 5.0):
    W_t = k * L_test
    for s in (0.0, 0.2, 1.0, 20.0, np.inf):
        S_t = s * D_test / L_test
        Lc_num, _ = solve_density(D_test, tau_test, W_t, S_t, np.ones_like)
        Lc = collection_length(L_test, W_t, s)
        err_Lc = max(err_Lc, abs(Lc_num / Lc - 1))
        if s == 0:
            assert abs(Lc_num / (L_test * np.tanh(k)) - 1) < 1e-5
        if s == 1:
            assert abs(Lc_num / (L_test * (1 - np.exp(-k))) - 1) < 1e-5
        if np.isinf(s):
            assert abs(Lc_num / (L_test * np.tanh(k / 2)) - 1) < 1e-5
        for aW in (0.05, 1.7, 6.0):
            al = aW / W_t
            eta_num, _ = solve_density(D_test, tau_test, W_t, S_t,
                                       lambda x: al * np.exp(-al * x))
            ratio = eta_num / eta_formula(al, L_test, W_t, s)
            err_eta = max(err_eta, abs(ratio - 1))
            deficit = al * Lc_num - eta_num
            assert 0 <= deficit <= al * Lc_num * aW / 2
        inv, second = inverse_slope(k, s * k)
        Leff = effective_diffusion_length(L_test, W_t, s)
        err_Leff = max(err_Leff, abs(inv * Leff / W_t - 1))
        expected = (W_t / Leff)**2 - k**2
        assert abs(second - expected) < 0.01 * abs(expected) + 1e-3
        if s == 0:
            assert abs(inv / (k * np.tanh(k)) - 1) < 1e-4
        if s == 1:
            assert abs(inv / k - 1) < 1e-4
        if np.isinf(s):
            assert abs(inv * np.tanh(k) / k - 1) < 1e-4
assert err_Lc < 1e-5      # second-order grid error
assert err_eta < 1e-4     # grid error with exponential generation
assert err_Leff < 1e-4    # remainder of the extrapolation in 1/alpha

# base without bulk recombination
for r in (0.5, 3.0):
    thin, _ = solve_density(D_test, 1e9, 0.02, r * D_test / 0.02, np.ones_like)
    assert abs(thin / (0.02 * (1 + r / 2) / (1 + r)) - 1) < 1e-5
    assert abs(inverse_slope(1e-6, r)[0] * (1 + 1 / r) - 1) < 1e-4

# ---------------- worked example: rough silicon wafer cell ----------------
um = 1e-4
W, D, tau, S = 170 * um, 28.0, 50e-6, 200.0
acceptors, hole_mobility, T = 1e16, 400.0, 300.0
L = np.sqrt(D * tau)
s = S * L / D
Lc = collection_length(L, W, s)
Leff = effective_diffusion_length(L, W, s)
print(f"base W = {W/um:.0f} um, D = {D:.0f} cm2/s, tau = {tau*1e6:.0f} us")
print(f"rear S = {S:.0f} cm/s, acceptors = {acceptors:.0e} cm^-3, T = {T:.0f} K")
print(f"diffusion length L = {L/um:.1f} um, W/L = {W/L:.4f}")
print(f"s = S L/D = {s:.4f}, D/L = {D/L:.0f} cm/s, D/W = {D/W:.0f} cm/s")
print(f"sinh(W/L) = {np.sinh(W/L):.4f}, cosh(W/L) = {np.cosh(W/L):.4f}")
print(f"collection length Lc = {Lc/um:.1f} um = {Lc:.5f} cm")
print(f"effective diffusion length Leff = {Leff/um:.1f} um = {Leff:.5f} cm")
print(f"Lc/W = {Lc/W:.4f}, Leff/W = {Leff/W:.3f}")
collected, n = solve_density(D, tau, W, S, np.ones_like)
rear_share = S * n[-1] / W
print(f"uniform generation: collected {100*collected/W:.1f} %, rear loss "
      f"{100*rear_share:.1f} %, bulk loss {100*(1-collected/W-rear_share):.1f} %")

print("S (cm/s) | Lc (um) | Leff (um)")
for S_i in (0.0, 10.0, 100.0, 1e3, 1e4, 1e7, np.inf):
    s_i = S_i * L / D
    print(f"{S_i:8.0f} | {collection_length(L, W, s_i)/um:7.2f} | "
          f"{effective_diffusion_length(L, W, s_i)/um:8.2f}")

print("alpha (1/cm) | alpha W | eta | alpha Lc | inverse law | apparent Leff (um)")
for al in (3.0, 30.0, 100.0, 300.0, 1000.0):
    eta = eta_formula(al, L, W, s)
    law = 1 / (1 + 1 / (al * Leff))
    apparent = 1 / (al * (1 / eta - 1))
    print(f"{al:6.0f} | {al*W:7.3f} | {eta:.5f} | {al*Lc:.5f} | {law:.5f} | "
          f"{apparent/um:.1f}")

# ---------------- neglected effects for the same cell ----------------
print("neglected effects:")
al, R = 3.0, 0.9
one_pass = eta_formula(al, L, W, s)
two_pass, _ = solve_density(
    D, tau, W, S,
    lambda x: al * (np.exp(-al * x) + R * np.exp(-al * (2 * W - x))))
absorbed = (1 - np.exp(-al * W)) * (1 + R * np.exp(-al * W))
assert abs(two_pass / absorbed / (Lc / W) - 1) < 0.01
print(f"rear reflectance {R:.1f}, alpha = {al:.0f} /cm: signal x "
      f"{two_pass/one_pass:.3f}")
print(f"  collected per absorbed photon {two_pass/absorbed:.4f}")

V_built_in, eps_r = 0.85, 11.7
depletion = 100 * np.sqrt(2 * eps_r * const.epsilon_0 * V_built_in
                          / (const.e * acceptors * 1e6))
print(f"depletion width {depletion/um:.3f} um (built-in {V_built_in:.2f} V, "
      f"eps_r {eps_r:.1f}): adds {100*depletion/Lc:.2f} % to Lc")

dead, al_d = 0.3 * um, 300.0
eta_dead = np.exp(-al_d * dead) * eta_formula(al_d, L, W, s)
print(f"dead emitter {dead/um:.1f} um, alpha = {al_d:.0f} /cm: apparent Leff "
      f"{1/(al_d*(1/eta_dead-1))/um:.0f} um")

flux = 2.5e17
_, n_bias = solve_density(D, tau, W, S, lambda x: flux / W * np.ones_like(x))
print(f"one-sun bias, {flux:.1e} carriers/cm2/s = "
      f"{1e3*const.e*flux:.1f} mA/cm2, generated uniformly:")
print(f"  peak excess density {n_bias.max():.2e} cm^-3 = "
      f"{100*n_bias.max()/acceptors:.2f} % of acceptors")
field = flux / (hole_mobility * acceptors)
thermal_voltage = const.k * T / const.e
drift = D / thermal_voltage * field
Lc_field, _ = solve_density(D, tau, W, S, np.ones_like, drift=drift)
print(f"  hole mobility {hole_mobility:.0f} cm2/Vs: base field {field:.4f} V/cm, "
      f"Lc changes {100*(Lc_field/Lc-1):+.2f} %")

T_hot, mobility_power = 330.0, -2.4
D_hot = D * (T_hot / T)**(1 + mobility_power)
L_hot = np.sqrt(D_hot * tau)
Lc_hot = collection_length(L_hot, W, S * L_hot / D_hot)
print(f"at {T_hot:.0f} K (mobility ~ T^{mobility_power:.1f}): D = {D_hot:.1f} cm2/s, "
      f"Lc changes {100*(Lc_hot/Lc-1):+.2f} %")
gap, gap_slope, phonon, wavelength = 1.12, -0.27e-3, 0.058, 1100e-9
photon = const.h * const.c / wavelength / const.e


def edge_absorption(temp):
    """Relative one-phonon indirect absorption (absorbed plus emitted)."""
    occupation = 1 / np.expm1(phonon * const.e / (const.k * temp))
    excess = photon - gap - gap_slope * (temp - T)
    return (occupation * max(excess + phonon, 0)**2
            + (occupation + 1) * max(excess - phonon, 0)**2)


print(f"  edge model: gap {gap:.2f} eV, slope {1e3*gap_slope:.2f} meV/K, phonon "
      f"{1e3*phonon:.0f} meV, photon {photon:.4f} eV")
print(f"  alpha at {wavelength*1e9:.0f} nm changes by factor "
      f"{edge_absorption(T_hot)/edge_absorption(T):.2f}")
print(f"largest relative test errors: Lc {err_Lc:.1e}, eta {err_eta:.1e}, "
      f"Leff {err_Leff:.1e}")
print("every check passed")
```

Output:

```
base W = 170 um, D = 28 cm2/s, tau = 50 us
rear S = 200 cm/s, acceptors = 1e+16 cm^-3, T = 300 K
diffusion length L = 374.2 um, W/L = 0.4543
s = S L/D = 0.2673, D/L = 748 cm/s, D/W = 1647 cm/s
sinh(W/L) = 0.4701, cosh(W/L) = 1.1050
collection length Lc = 151.5 um = 0.01515 cm
effective diffusion length Leff = 601.6 um = 0.06016 cm
Lc/W = 0.8910, Leff/W = 3.539
uniform generation: collected 89.1 %, rear loss 5.0 %, bulk loss 5.9 %
S (cm/s) | Lc (um) | Leff (um)
       0 |  159.19 |   879.43
      10 |  158.77 |   857.50
     100 |  155.13 |   707.29
    1000 |  131.78 |   333.13
   10000 |   94.88 |   181.42
10000000 |   83.58 |   159.22
     inf |   83.57 |   159.19
alpha (1/cm) | alpha W | eta | alpha Lc | inverse law | apparent Leff (um)
     3 |   0.051 | 0.04434 | 0.04544 | 0.15288 | 154.7
    30 |   0.510 | 0.35915 | 0.45442 | 0.64345 | 186.8
   100 |   1.700 | 0.74946 | 1.51472 | 0.85746 | 299.1
   300 |   5.100 | 0.94727 | 4.54417 | 0.94750 | 598.8
  1000 |  17.000 | 0.98408 | 15.14723 | 0.98365 | 618.1
neglected effects:
rear reflectance 0.9, alpha = 3 /cm: signal x 1.854
  collected per absorbed photon 0.8911
depletion width 0.332 um (built-in 0.85 V, eps_r 11.7): adds 0.22 % to Lc
dead emitter 0.3 um, alpha = 300 /cm: apparent Leff 511 um
one-sun bias, 2.5e+17 carriers/cm2/s = 40.1 mA/cm2, generated uniformly:
  peak excess density 6.29e+13 cm^-3 = 0.63 % of acceptors
  hole mobility 400 cm2/Vs: base field 0.0625 V/cm, Lc changes +0.21 %
at 330 K (mobility ~ T^-2.4): D = 24.5 cm2/s, Lc changes -1.44 %
  edge model: gap 1.12 eV, slope -0.27 meV/K, phonon 58 meV, photon 1.1271 eV
  alpha at 1100 nm changes by factor 1.59
largest relative test errors: Lc 2.0e-07, eta 6.6e-07, Leff 4.9e-07
every check passed
```
